# Open-circuit voltage of an oxide electrolyte with n-type electronic leakage: verification in Python

```python
"""Open-circuit voltage of an n-type leaky oxide electrolyte.

Result under test:
    V = (kT/e) ln[(Pa**(1/4) + Ps**(1/4)) / (Pf**(1/4) + Ps**(1/4))]
Pa, Pf : oxygen pressures on the air and fuel sides (atm)
Ps     : pressure at which electronic and ionic conductivities are equal (atm)
s      : electronic / ionic conductivity ratio, (Ps/P)**(1/4)
t_ion  : ionic transport number, 1/(1+s)
Voltage is air terminal minus fuel terminal. Material parameters are rough
typical values for gadolinium-doped ceria.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

T = 1000.0
P_AIR, P_FUEL, P_STAR = 0.21, 1e-20, 1e-16
VT = const.k * T / const.e            # thermal voltage, V
SIGMA_ION = 0.05                      # S/cm
THICKNESS = 0.1                       # cm
MOBILITY = 0.005                      # electron mobility, cm2/Vs
ACCEPTORS = 5e21                      # cm^-3
CE_SITES = 2e22                       # cm^-3
R_ELECTRODE = 0.1                     # ohm cm2, each electrode
P_HOLE = 1e8                          # atm, hole = ionic conductivity


def closed_voltage(p_air, p_fuel, p_star):
    return VT * np.log((p_air**0.25 + p_star**0.25)
                       / (p_fuel**0.25 + p_star**0.25))


def ratio(p):
    return (P_STAR / p)**0.25


def t_ion(log_p, holes=False):
    p = np.exp(log_p)
    hole_part = (p / P_HOLE)**0.25 if holes else 0.0
    return 1.0 / (1.0 + ratio(p) + hole_part)


def integral_voltage(p_high, p_low, holes=False):
    value, _ = quad(t_ion, np.log(p_low), np.log(p_high), args=(holes,),
                    epsabs=1e-11, epsrel=1e-11, limit=200)
    return VT / 4 * value


def drift_diffusion(s_fuel, s_air, conductance):
    """Solve electron drift-diffusion with zero total current.

    x runs from fuel (0) to air (1); conductance(x) scales both carriers.
    Returns terminal voltage and ionic current times L/sigma_ion, in V.
    """
    def integrate(current):
        def rhs(x, y):
            field = current / conductance(x)
            # electronic current: g*(s*field + VT*ds/dx) = -current
            slope = (-current / conductance(x) - y[0] * field) / VT
            return [slope, -field]
        sol = solve_ivp(rhs, (0, 1), [s_fuel, 0.0], method="DOP853",
                        rtol=1e-11, atol=1e-13)
        assert sol.success
        return sol.y[:, -1]
    current = brentq(lambda c: integrate(c)[0] - s_air, 0.01, 1.0,
                     xtol=1e-14, rtol=1e-13)
    potential_air = integrate(current)[1]
    return VT * np.log(s_fuel / s_air) + potential_air, current


def mass_action_slope(acceptors, k_eq):
    """d ln n / d ln P from n^2 [V] sqrt(P) = K and 2[V] = A + n."""
    def log_n(log_p):
        return brentq(lambda y: 2 * y + np.log((acceptors + np.exp(y)) / 2)
                      + log_p / 2 - np.log(k_eq), -60, 60, xtol=1e-13)
    return (log_n(0.01) - log_n(-0.01)) / 0.02


def nondilute_voltage(acceptors, sites):
    """Voltage with electron-made vacancies and polaron site blocking.

    The conductivities are still equal at P_STAR.
    Returns voltage, electron density and d ln n/d ln P at the fuel side.
    """
    def s_ion(n):
        return SIGMA_ION * (1 + n / acceptors)

    def s_el(n):
        return const.e * MOBILITY * n * (1 - n / sites)

    def shape(n):
        return -4 * np.log(n / (1 - n / sites)) - 2 * np.log1p(n / acceptors)

    y_star = brentq(lambda y: np.log(s_el(np.exp(y)) / s_ion(np.exp(y))),
                    np.log(1e10), np.log(0.3 * sites), xtol=1e-13)
    n_star = np.exp(y_star)

    def log_p(n):
        return np.log(P_STAR) + shape(n) - shape(n_star)

    top = np.log(min(1e3 * n_star, 0.99 * sites))
    bottom = np.log(1e-8 * n_star)
    y_fuel, y_air = [brentq(lambda y: log_p(np.exp(y)) - np.log(p),
                            bottom, top, xtol=1e-13)
                     for p in (P_FUEL, P_AIR)]
    y = np.linspace(y_fuel, y_air, 20001)
    n = np.exp(y)
    lp = log_p(n)
    t = s_ion(n) / (s_ion(n) + s_el(n))
    voltage = VT / 4 * np.sum((t[1:] + t[:-1]) / 2 * np.diff(lp))
    return voltage, n[0], (y[1] - y[0]) / (lp[1] - lp[0])


# Main result against quadrature of the transport number
nernst = VT / 4 * np.log(P_AIR / P_FUEL)
voltage = closed_voltage(P_AIR, P_FUEL, P_STAR)
assert abs(voltage - integral_voltage(P_AIR, P_FUEL)) < 1e-8
assert abs(voltage - 0.75) < 0.005
part_above = integral_voltage(P_AIR, P_STAR)
part_below = integral_voltage(P_STAR, P_FUEL)
assert abs(part_above + part_below - voltage) < 1e-8

# Main result and leak law against drift-diffusion
s_fuel, s_air = ratio(P_FUEL), ratio(P_AIR)
v_even, drop_even = drift_diffusion(s_fuel, s_air, lambda x: 1.0)
v_uneven, drop_uneven = drift_diffusion(
    s_fuel, s_air, lambda x: 1 + 0.8 * np.sin(5 * x))
assert abs(v_even - voltage) < 1e-7
assert abs(drop_even - (nernst - voltage)) < 1e-7
assert abs(v_uneven - voltage) < 1e-7
assert abs(drop_uneven / drop_even - 1) > 0.05
leak = SIGMA_ION * drop_even / THICKNESS
flux = leak / (4 * const.e * const.N_A)

# Pressure exponents from defect equilibrium
slope_doped = mass_action_slope(1.0, 1e-8)
slope_pure = mass_action_slope(0.0, 1e-8)
assert abs(slope_doped + 1 / 4) < 1e-4
assert abs(slope_pure + 1 / 6) < 1e-6

# Saturation as the fuel-side pressure goes to zero
v_limit = closed_voltage(P_AIR, 0.0, P_STAR)
assert abs(integral_voltage(P_AIR, 1e-40) - v_limit) < 1e-6
v_cutoff = VT / 4 * np.log(P_AIR / P_STAR)

# Neglected effects: high electron density, holes, electrode resistance
v_dilute, _, _ = nondilute_voltage(1e40, 1e40)
assert abs(v_dilute - voltage) < 1e-6
v_dense, n_fuel, slope_fuel = nondilute_voltage(ACCEPTORS, CE_SITES)
assert abs(v_dense - voltage) < 0.01
v_holes = integral_voltage(P_AIR, P_FUEL, holes=True)
assert 0 < voltage - v_holes < VT * (P_AIR / P_HOLE)**0.25


def inner_pressures(current):
    shift = np.exp(4 * current * R_ELECTRODE / VT)
    return P_AIR / shift, P_FUEL * shift


def leak_mismatch(current):
    pa, pf = inner_pressures(current)
    drop = VT * np.log((1 + ratio(pf)) / (1 + ratio(pa)))
    return current - SIGMA_ION * drop / THICKNESS


leak_pol = brentq(leak_mismatch, 0.0, 1.0, xtol=1e-14)
pa_in, pf_in = inner_pressures(leak_pol)
v_pol = closed_voltage(pa_in, pf_in, P_STAR)
v_check, drop_check = drift_diffusion(ratio(pf_in), ratio(pa_in),
                                      lambda x: 1.0)
assert abs(v_check - v_pol) < 1e-7
assert abs(SIGMA_ION * drop_check / THICKNESS - leak_pol) < 1e-7
o2_density = P_FUEL * const.atm / (const.k * T) * 1e-6

print(f"Temperature: {T:.0f} K")
print(f"Air, fuel, crossing pressures: {P_AIR}, {P_FUEL:.0e}, {P_STAR:.0e} atm")
print(f"Thermal voltage kT/e: {VT:.6f} V")
print(f"Fourth roots air, fuel, crossing: {P_AIR**0.25:.5f}, "
      f"{P_FUEL**0.25:.1e}, {P_STAR**0.25:.1e} atm^(1/4)")
print(f"Argument of logarithm: {np.exp(voltage / VT):.1f}")
print(f"Its natural logarithm: {voltage / VT:.4f}")
print(f"Conductivity ratio s, fuel side: {s_fuel:.3f}")
print(f"Conductivity ratio s, air side: {s_air:.3e}")
print(f"Ionic transport number, fuel side: {1 / (1 + s_fuel):.4f}")
print(f"Ionic transport number, air side: {1 / (1 + s_air):.5f}")
print(f"Nernst voltage: {nernst:.4f} V")
print(f"Open-circuit voltage, closed form: {voltage:.4f} V")
print(f"Open-circuit voltage, drift-diffusion: {v_even:.4f} V")
print(f"Same, uneven membrane: {v_uneven:.4f} V")
print(f"Leak ratio, uneven/even membrane: {drop_uneven / drop_even:.3f}")
print(f"Mean ionic transport number: {voltage / nernst:.4f}")
print(f"Voltage from pressures above crossing: {part_above:.4f} V")
print(f"Voltage from pressures below crossing: {part_below:.4f} V")
print(f"Sharp-cutoff estimate: {v_cutoff:.4f} V")
print(f"Limit of zero fuel-side pressure: {v_limit:.4f} V")
print(f"Exponent of n in P, doped: {slope_doped:.4f}")
print(f"Exponent of n in P, undoped: {slope_pure:.4f}")
print(f"Ionic conductivity (rough): {SIGMA_ION} S/cm")
print(f"Thickness: {THICKNESS * 10:.1f} mm")
print(f"Lost voltage: {drop_even:.4f} V")
print(f"Leak current density: {leak:.4f} A/cm2")
print(f"Oxygen leak flux: {flux:.3e} mol O2/(cm2 s)")
print(f"Electron mobility (rough): {MOBILITY} cm2/Vs")
print(f"Acceptor density (rough): {ACCEPTORS:.1e} cm^-3")
print(f"Cerium site density (rough): {CE_SITES:.1e} cm^-3")
print(f"Electron density, fuel side: {n_fuel:.3e} cm^-3")
print(f"Electrons per acceptor, fuel side: {n_fuel / ACCEPTORS:.4f}")
print(f"Electrons per cerium site, fuel side: {n_fuel / CE_SITES:.4f}")
print(f"Exponent of n in P, fuel side: {slope_fuel:.4f}")
print(f"Voltage with dense-electron corrections: {v_dense:.4f} V")
print(f"Shift from dense electrons: {1e3 * (v_dense - voltage):.2f} mV")
print(f"Assumed hole crossing pressure: {P_HOLE:.0e} atm")
print(f"Shift from holes: {1e3 * (v_holes - voltage):.2f} mV")
print(f"Electrode resistance, each side: {R_ELECTRODE} ohm cm2")
print(f"Leak current with electrode resistance: {leak_pol:.4f} A/cm2")
print(f"Voltage with electrode resistance: {v_pol:.4f} V")
print(f"Shift from electrodes: {1e3 * (v_pol - voltage):.2f} mV")
for p_cross in (1e-15, 1e-17):
    print(f"Voltage if crossing is at {p_cross:.0e} atm: "
          f"{closed_voltage(P_AIR, P_FUEL, p_cross):.4f} V")
print(f"Free O2 density at fuel pressure: {o2_density:.4f} cm^-3")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Temperature: 1000 K
Air, fuel, crossing pressures: 0.21, 1e-20, 1e-16 atm
Thermal voltage kT/e: 0.086173 V
Fourth roots air, fuel, crossing: 0.67695, 1.0e-05, 1.0e-04 atm^(1/4)
Argument of logarithm: 6155.0
Its natural logarithm: 8.7250
Conductivity ratio s, fuel side: 10.000
Conductivity ratio s, air side: 1.477e-04
Ionic transport number, fuel side: 0.0909
Ionic transport number, air side: 0.99985
Nernst voltage: 0.9585 V
Open-circuit voltage, closed form: 0.7519 V
Open-circuit voltage, drift-diffusion: 0.7519 V
Same, uneven membrane: 0.7519 V
Leak ratio, uneven/even membrane: 0.652
Mean ionic transport number: 0.7844
Voltage from pressures above crossing: 0.7003 V
Voltage from pressures below crossing: 0.0515 V
Sharp-cutoff estimate: 0.7601 V
Limit of zero fuel-side pressure: 0.7601 V
Exponent of n in P, doped: -0.2500
Exponent of n in P, undoped: -0.1667
Ionic conductivity (rough): 0.05 S/cm
Thickness: 1.0 mm
Lost voltage: 0.2066 V
Leak current density: 0.1033 A/cm2
Oxygen leak flux: 2.677e-07 mol O2/(cm2 s)
Electron mobility (rough): 0.005 cm2/Vs
Acceptor density (rough): 5.0e+21 cm^-3
Cerium site density (rough): 2.0e+22 cm^-3
Electron density, fuel side: 5.877e+20 cm^-3
Electrons per acceptor, fuel side: 0.1175
Electrons per cerium site, fuel side: 0.0294
Exponent of n in P, fuel side: -0.2309
Voltage with dense-electron corrections: 0.7531 V
Shift from dense electrons: 1.20 mV
Assumed hole crossing pressure: 1e+08 atm
Shift from holes: -0.58 mV
Electrode resistance, each side: 0.1 ohm cm2
Leak current with electrode resistance: 0.0988 A/cm2
Voltage with electrode resistance: 0.7410 V
Shift from electrodes: -10.83 mV
Voltage if crossing is at 1e-15 atm: 0.7058 V
Voltage if crossing is at 1e-17 atm: 0.7956 V
Free O2 density at fuel pressure: 0.0734 cm^-3
ALL CHECKS PASSED
```
